# Choosing Fields for Finite-Field Hyperpolarizabilities: Romberg Extrapolation under Noise: verification in Python

```python
"""Romberg extrapolation of dipoles on a geometric ladder of fields.

Result under test: from mu(F) = mu0 + alpha F + beta F^2/2 + gamma F^3/6 + ...
at F = 0 and +-F_k, F_k = a^k F_0, the table
    P[k,n] = (a^(2n) P[k,n-1] - P[k+1,n-1]) / (a^(2n) - 1)
yields alpha, beta, gamma.  With N[k,n] the worst-case propagated data error,
    B[k,n] = 2 max_{r=1,2}(|P[k,n+r]-P[k,n]| + N[k,n+r]) + N[k,n]
bounds the error of P[k,n] if column n+1 or n+2 at least halves its truncation
error.  The selected entry has the smallest B.
Units: fields V/angstrom, dipoles e angstrom, energies eV.
"""
import numpy as np
from mpmath import mp
from scipy.constants import physical_constants
from pyscf import dft, gto

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
FIELD_UNIT = HARTREE / BOHR
RATIO_SQ = 2                       # a^2, so a = sqrt(2)
RATIO = np.sqrt(RATIO_SQ)
RUNGS = 11
FIELDS = 0.1 * RATIO ** np.arange(RUNGS)
NAMES = ("alpha", "beta", "gamma")
AU = {"alpha": BOHR**2 / HARTREE, "beta": BOHR**3 / HARTREE**2,
      "gamma": BOHR**4 / HARTREE**3}
UNIT = {"alpha": "e^2 A^2/eV", "beta": "e^3 A^3/eV^2",
        "gamma": "e^4 A^4/eV^3"}


def romberg(seeds):
    """Columns of the table: result[n][k]; entries may be numbers or vectors."""
    table = [list(seeds)]
    while len(table[-1]) > 1:
        factor = RATIO_SQ ** len(table)
        last = table[-1]
        table.append([(factor * last[k] - last[k + 1]) / (factor - 1)
                      for k in range(len(last) - 1)])
    return table


def build_tables(zero, plus, minus, fields):
    first = [(p - m) / (2 * f) for p, m, f in zip(plus, minus, fields)]
    second = [(p + m - 2 * zero) / f**2
              for p, m, f in zip(plus, minus, fields)]
    third = [6 * (first[k + 1] - first[k]) / ((RATIO_SQ - 1) * fields[k]**2)
             for k in range(len(fields) - 1)]
    return dict(zip(NAMES, map(romberg, (first, second, third))))


def error_bounds(table, unit_noise, eta):
    bounds = {}
    for n in range(len(table) - 2):
        for k in range(len(table[n]) - 2):
            spread = max(abs(table[n + r][k] - table[n][k])
                         + eta * unit_noise[n + r][k] for r in (1, 2))
            bounds[k, n] = 2 * spread + eta * unit_noise[n][k]
    return bounds


# Worst-case noise per unit data error, from the weights of every datum.
identity = np.eye(2 * RUNGS + 1)
weights = build_tables(identity[0], identity[1:RUNGS + 1],
                       identity[RUNGS + 1:], FIELDS)
unit_noise = {name: [[float(np.abs(w).sum()) for w in column]
                     for column in weights[name]] for name in NAMES}


def product(n, shift):
    return np.prod([(RATIO_SQ**j + shift) / (RATIO_SQ**j - 1)
                    for j in range(1, n + 1)])


for name in NAMES:
    for n, column in enumerate(unit_noise[name]):
        for k, summed in enumerate(column):
            f = FIELDS[k]
            if name == "alpha":
                formula = product(n, 1 / RATIO) / f
            elif name == "beta":
                formula = 2 / f**2 * (product(n, RATIO**-2)
                                      + product(n, -RATIO**-2))
            else:
                formula = (6 * (1 + 1 / RATIO) / ((RATIO_SQ - 1) * f**3)
                           * product(n, RATIO**-3))
            assert abs(summed / formula - 1) < 1e-9

# Two-level model: gap 4 eV, coupling 1 eV, excited-state dipole 1 e angstrom.
mp.dps = 80


def dipole_diagonalized(field):
    hamiltonian = mp.matrix([[0, 1], [1, 4 - mp.mpf(field)]])
    _, vectors = mp.eigsy(hamiltonian)
    return vectors[1, 0]**2


def dipole_closed(field):
    half_gap = (4 - field) / 2
    return (1 - half_gap / mp.sqrt(half_gap**2 + 1)) / 2


taylor = mp.taylor(dipole_closed, 0, 11)
exact = {"alpha": taylor[1], "beta": 2 * taylor[2], "gamma": 6 * taylor[3]}
tiny = [mp.mpf(10)**-5 * mp.sqrt(RATIO_SQ)**k for k in range(6)]
tiny_tables = build_tables(dipole_diagonalized(0),
                           [dipole_diagonalized(f) for f in tiny],
                           [dipole_diagonalized(-f) for f in tiny], tiny)
for n in range(4):
    coefficient = {"alpha": taylor[2*n + 3], "beta": 2 * taylor[2*n + 4],
                   "gamma": 6 * taylor[2*n + 5] * (RATIO_SQ**(n + 2) - 1)
                   / (RATIO_SQ - 1)}
    for name in NAMES:
        leading = (-1)**n * coefficient[name]
        for j in range(n + 1):
            leading *= tiny[j]**2
        measured = tiny_tables[name][n][0] - exact[name]
        assert abs(measured / leading - 1) < 1e-5

# Random data errors on the two-level model: does the bound hold?
ROUND_FINE, ROUND_COARSE, SCF_ALLOWANCE = 7, 5, 2e-8
eta_fine = 0.5 * 10.0**-ROUND_FINE + SCF_ALLOWANCE
eta_coarse = 0.5 * 10.0**-ROUND_COARSE + SCF_ALLOWANCE
clean = np.array([float(dipole_diagonalized(f)) for f in
                  np.concatenate(([0.0], FIELDS, -FIELDS))])
clean_tables = build_tables(clean[0], clean[1:RUNGS + 1],
                            clean[RUNGS + 1:], FIELDS)
rng = np.random.default_rng(7)
TRIALS = 300
errors = {name: [] for name in NAMES}
covered = 0
for _ in range(TRIALS):
    noisy = clean + rng.uniform(-eta_fine, eta_fine, clean.size)
    noisy_tables = build_tables(noisy[0], noisy[1:RUNGS + 1],
                                noisy[RUNGS + 1:], FIELDS)
    for name in NAMES:
        table, truth = noisy_tables[name], float(exact[name])
        bounds = error_bounds(table, unit_noise[name], eta_fine)
        for (k, n), bound in bounds.items():
            truncation = [abs(clean_tables[name][n + r][k] - truth)
                          for r in range(3)]
            if min(truncation[1:]) <= truncation[0] / 2:
                assert abs(table[n][k] - truth) <= bound
        k, n = min(bounds, key=bounds.get)
        chosen_error = abs(table[n][k] - truth)
        covered += chosen_error <= bounds[k, n]
        naive = min(((abs(table[m + 1][i] - table[m][i]), m, i)
                     for m in range(len(table) - 1)
                     for i in range(len(table[m + 1]))))
        errors[name].append([chosen_error, abs(table[-1][0] - truth),
                             abs(table[naive[1]][naive[2]] - truth)])
coverage = covered / (3 * TRIALS)
assert coverage >= 0.99
rms = {name: np.sqrt(np.mean(np.square(errors[name]), axis=0))
       for name in NAMES}
for name in NAMES:
    assert rms[name][0] < rms[name][1]
for name in ("alpha", "beta"):
    assert rms[name][0] < rms[name][2]

# Hydrogen fluoride, LDA, field along the bond (z).
BOND = 0.92
molecule = gto.M(atom=[("F", (0, 0, 0)), ("H", (0, 0, BOND))],
                 basis="6-31g**", verbose=0)
grid = dft.gen_grid.Grids(molecule)
grid.level = 2
grid.build()
z_matrix = molecule.intor("int1e_r")[2]
core = molecule.intor("int1e_kin") + molecule.intor("int1e_nuc")
nuclear_dipole = float(molecule.atom_charges() @ molecule.atom_coords()[:, 2])


def ground_state(field, guess=None):
    field_au = field / FIELD_UNIT
    hamiltonian = core + field_au * z_matrix
    solver = dft.RKS(molecule)
    solver.xc = "lda,vwn"
    solver.grids = grid
    solver.get_hcore = lambda *args, **kwargs: hamiltonian
    solver.conv_tol, solver.conv_tol_grad = 1e-11, 3e-9
    solver.max_cycle = 100
    solver.kernel(dm0=guess)
    assert solver.converged
    density = solver.make_rdm1()
    dipole = nuclear_dipole - np.einsum("pq,qp->", density, z_matrix)
    energy = solver.e_tot - field_au * nuclear_dipole
    return solver, dipole * BOHR, energy * HARTREE


def response_alpha(solver):
    """Analytic alpha from the coupled-perturbed Kohn-Sham equations."""
    occupied = solver.mo_coeff[:, solver.mo_occ > 0]
    virtual = solver.mo_coeff[:, solver.mo_occ == 0]
    gaps = (solver.mo_energy[solver.mo_occ == 0][:, None]
            - solver.mo_energy[solver.mo_occ > 0][None, :]).ravel()
    size = molecule.nao
    trial = np.einsum("pa,qi->aipq", virtual, occupied)
    trial = trial.reshape(-1, size, size)
    trial = np.ascontiguousarray(2 * (trial + trial.transpose(0, 2, 1)))
    induced = solver.gen_response(hermi=1)(trial)
    coupling = np.einsum("pa,npq,qi->nai", virtual, induced, occupied,
                         optimize=True).reshape(gaps.size, gaps.size)
    source = (virtual.T @ z_matrix @ occupied).ravel()
    rotation = np.linalg.solve(np.diag(gaps) + coupling.T, -source)
    return -4 * source @ rotation * AU["alpha"]


zero_solver, zero_dipole, _ = ground_state(0.0)
zero_density = zero_solver.make_rdm1()
plus = [ground_state(f, zero_density) for f in FIELDS]
minus = [ground_state(-f, zero_density) for f in FIELDS]
restart_change = abs(ground_state(FIELDS[6])[1] - plus[6][1])
assert restart_change < SCF_ALLOWANCE

energy_slope = -(8 * (plus[0][2] - minus[0][2])
                 - (plus[2][2] - minus[2][2])) / (12 * FIELDS[0])
assert abs(energy_slope - zero_dipole) < 1e-7

# Reference: analytic alpha at 0, +-0.2, +-0.4 V/angstrom, then derivatives.
step = FIELDS[2]
a0 = response_alpha(zero_solver)
ap, am = response_alpha(plus[2][0]), response_alpha(minus[2][0])
app, amm = response_alpha(plus[4][0]), response_alpha(minus[4][0])
reference = {"alpha": a0,
             "beta": (8 * (ap - am) - (app - amm)) / (12 * step),
             "gamma": (16 * (ap + am) - (app + amm) - 30 * a0)
             / (12 * step**2)}


def analyse(decimals, eta):
    mu_plus = np.round([p[1] for p in plus], decimals)
    mu_minus = np.round([m[1] for m in minus], decimals)
    tables = build_tables(np.round(zero_dipole, decimals),
                          mu_plus, mu_minus, FIELDS)
    bounds = {name: error_bounds(tables[name], unit_noise[name], eta)
              for name in NAMES}
    picks = {name: min(bounds[name], key=bounds[name].get) for name in NAMES}
    for name in NAMES:
        k, n = picks[name]
        assert abs(tables[name][n][k] - reference[name]) <= bounds[name][k, n]
    return tables, bounds, picks


tables, bounds, picks = analyse(ROUND_FINE, eta_fine)
coarse_tables, coarse_bounds, coarse_picks = analyse(ROUND_COARSE, eta_coarse)

print(f"HF bond {BOND:.2f} A; ladder ratio {RATIO:.6f}; rungs {RUNGS}")
print(f"data error bound: fine {eta_fine:.2e}, coarse {eta_coarse:.3e} e A")
print(f"dipole change on SCF restart {restart_change:.1e} e A")
print(f"mu(0) {zero_dipole:.7f}, -dE/dF {energy_slope:.7f} e A")
print("k, F (V/A), mu(+F), mu(-F) (e A)")
for k, f in enumerate(FIELDS):
    print(f"{k:2d} {f:.6f} {plus[k][1]:.7f} {minus[k][1]:.7f}")
print("gamma table, 1e-6 e^4 A^4/eV^3: k, columns n=0..3")
for k in range(RUNGS - 1):
    row = [f"{1e6 * tables['gamma'][n][k]:10.3f}" for n in range(4)
           if k < len(tables["gamma"][n])]
    print(f"{k:2d} " + " ".join(row))
print("gamma bound B, 1e-6 e^4 A^4/eV^3: k, columns n=0..3")
for k in range(RUNGS - 3):
    row = [f"{1e6 * bounds['gamma'][k, n]:10.3f}" for n in range(4)
           if (k, n) in bounds["gamma"]]
    print(f"{k:2d} " + " ".join(row))
k, n = picks["gamma"]
noise = [1e6 * eta_fine * unit_noise["gamma"][n + r][k] for r in range(3)]
print("gamma pick: N in columns n,n+1,n+2 (1e-6 e^4 A^4/eV^3):",
      " ".join(f"{value:.3f}" for value in noise))
for name in NAMES:
    k, n = picks[name]
    value = tables[name][n][k]
    print(f"{name} fine: k={k} n={n} P={value:.6e} "
          f"B={bounds[name][k, n]:.1e} {UNIT[name]}")
    print(f"  response {reference[name]:.6e} {UNIT[name]}; "
          f"P={value / AU[name]:.4f} B={bounds[name][k, n] / AU[name]:.4f} au")
for name in NAMES:
    k, n = coarse_picks[name]
    print(f"{name} coarse: k={k} n={n} P={coarse_tables[name][n][k]:.4e} "
          f"B={coarse_bounds[name][k, n]:.1e} {UNIT[name]}")
print(f"two-level model: {TRIALS} trials, picked-bound coverage {coverage:.4f}")
for name in NAMES:
    print(f"{name} rms error rule/deepest/least-diff: "
          + " ".join(f"{v:.2e}" for v in rms[name]) + f" {UNIT[name]}")
print("every check passed")
```

Printed output:

```
HF bond 0.92 A; ladder ratio 1.414214; rungs 11
data error bound: fine 7.00e-08, coarse 5.020e-06 e A
dipole change on SCF restart 2.6e-10 e A
mu(0) 0.3841048, -dE/dF 0.3841048 e A
k, F (V/A), mu(+F), mu(-F) (e A)
 0 0.100000 0.3887092 0.3794692
 1 0.141421 0.3906073 0.3775398
 2 0.200000 0.3932828 0.3748020
 3 0.282843 0.3970486 0.3709112
 4 0.400000 0.4023393 0.3653709
 5 0.565685 0.4097523 0.3574584
 6 0.800000 0.4201009 0.3461103
 7 1.131371 0.4344753 0.3297352
 8 1.600000 0.4543065 0.3058954
 9 2.262742 0.4814234 0.2707344
10 3.200000 0.5180872 0.2178851
gamma table, 1e-6 e^4 A^4/eV^3: k, columns n=0..3
 0    353.589    283.974    238.093    212.011
 1    423.205    421.617    420.662    420.363
 2    424.793    424.484    422.753    421.344
 3    425.103    429.677    432.617    434.232
 4    420.530    420.856    421.308    421.711
 5    420.204    419.500    418.488    417.893
 6    420.908    422.534    422.656    422.723
 7    419.282    422.168    422.186
 8    416.397    422.114
 9    410.680
gamma bound B, 1e-6 e^4 A^4/eV^3: k, columns n=0..3
 0   5845.616   7676.055   8900.834   9614.745
 1   1990.156   2665.519   3119.384   3384.579
 2    705.909    947.797   1107.148   1199.238
 3    263.161    341.988    394.733    425.569
 4     89.285    119.400    139.141    150.365
 5     34.448     44.823     50.564
 6     14.462     15.090
 7      9.683
gamma pick: N in columns n,n+1,n+2 (1e-6 e^4 A^4/eV^3): 0.495 1.165 1.691
alpha fine: k=6 n=1 P=4.619923e-02 B=1.4e-06 e^2 A^2/eV
  response 4.619920e-02 e^2 A^2/eV; P=4.4893 B=0.0001 au
beta fine: k=7 n=1 P=-3.120586e-03 B=2.1e-06 e^3 A^3/eV^2
  response -3.120503e-03 e^3 A^3/eV^2; P=-15.5932 B=0.0103 au
gamma fine: k=7 n=0 P=4.192823e-04 B=9.7e-06 e^4 A^4/eV^3
  response 4.218783e-04 e^4 A^4/eV^3; P=107.7343 B=2.4882 au
alpha coarse: k=7 n=1 P=4.6200e-02 B=5.9e-05 e^2 A^2/eV
beta coarse: k=8 n=0 P=-3.1211e-03 B=8.9e-05 e^3 A^3/eV^2
gamma coarse: k=7 n=0 P=4.1788e-04 B=2.8e-04 e^4 A^4/eV^3
two-level model: 300 trials, picked-bound coverage 1.0000
alpha rms error rule/deepest/least-diff: 1.93e-07 1.27e-06 6.35e-07 e^2 A^2/eV
beta rms error rule/deepest/least-diff: 8.26e-07 2.75e-05 6.24e-06 e^3 A^3/eV^2
gamma rms error rule/deepest/least-diff: 4.26e-06 9.09e-04 5.87e-05 e^4 A^4/eV^3
every check passed
```
